# Field emission under space charge: from barrier-limited to Child-Langmuir current

A planar vacuum diode has its cathode at $x=0$ and its anode at $x=D$, at voltage $V$. Field and current are taken as positive magnitudes. Electrons leave the cathode at rest, and the flow is steady, one-dimensional and nonrelativistic.

The cathode carries many emission sites, spaced much more closely than $D$. Let $F>0$ be the mean surface field, averaged over a patch of cathode that holds many sites but is small compared with $D$. Each site sees the local field $E=\beta F$, and the sites cover a fraction $\sigma$ of the area, with $\beta$ and $\sigma$ constant. A flat cathode has $\beta=\sigma=1$. The emitter is treated as a free-electron metal at zero temperature with work function $\phi$.

## (a) The barrier

**Find the tunnelling exponent for an electron whose normal energy lies $h$ below the field-free vacuum level, and its derivative with respect to $h$.**

At distance $z$ from the metal, the image force $e^2/[4\pi\varepsilon_0(2z)^2]$ gives the potential energy $-e^2/(16\pi\varepsilon_0z)$. The barrier therefore exceeds the electron's energy by $h-eEz-e^2/(16\pi\varepsilon_0 z)$. With $z=h\zeta/(eE)$ this becomes

$$h\left(1-\zeta-\frac{f}{4\zeta}\right),\qquad f=\frac{e^3E}{4\pi\varepsilon_0h^2}.$$

The turning points are $\zeta_\pm=(1\pm c)/2$, with $c=\sqrt{1-f}$, so a barrier exists for $f<1$. In the JWKB approximation the transmission is $e^{-G}$, where

$$G=\frac{2\sqrt{2m}}{\hbar}\frac{h^{3/2}}{eE}\int_{\zeta_-}^{\zeta_+}\!\sqrt{1-\zeta-\frac f{4\zeta}}\,d\zeta=\frac{b\,h^{3/2}v(f)}{E},\qquad b=\frac{4\sqrt{2m}}{3e\hbar}.$$

Here $v$ is $3/2$ times the integral, so that $v(0)=1$.

In $\partial G/\partial h$ the moving endpoints contribute nothing, because the integrand vanishes there. Differentiating the square root gives

$$\frac{\partial G}{\partial h}=\frac{3b\sqrt h\,t}{2E},\qquad t=\frac12\int_{\zeta_-}^{\zeta_+}\frac{d\zeta}{\sqrt{1-\zeta-f/(4\zeta)}}.$$

Differentiating $bh^{3/2}v(f)/E$ instead, with $f\propto h^{-2}$, must give the same answer. Hence $t=v-\tfrac43f\,v'(f)$.

Since $1-\zeta-f/(4\zeta)=(\zeta_+-\zeta)(\zeta-\zeta_-)/\zeta$, the substitution $\zeta=\tfrac12(1+c\cos\vartheta)$ makes both integrals smooth:

$$v=\frac{3c^2}{8}\int_0^\pi\frac{\sin^2\vartheta}{\sqrt\zeta}\,d\vartheta,\qquad t=\frac12\int_0^\pi\sqrt\zeta\,d\vartheta.$$

## (b) The emission law

**Sum over the occupied states, and find how sharply the current depends on field.**

Let $w$ be the depth of the normal energy below the Fermi level, so $h=\phi+w$. The state density, including spin, is $2/(2\pi)^3$, and $v_z\,dk_z=dw/\hbar$ in magnitude. The occupied transverse states fill a disc of area $2\pi mw/\hbar^2$. Thus

$$J_{FN}=\frac{em}{2\pi^2\hbar^3}\int_0^\infty w\,e^{-G(\phi+w)}dw .$$

Linearise $G(\phi+w)\approx G(\phi)+w/d$, with $d=2E/(3b\sqrt\phi\,t)$. This requires $d$ to be small compared with the Fermi energy and with the energy scale on which $G$ curves. The integral is $d^2e^{-G(\phi)}$. Using $9b^2=32m/(e^2\hbar^2)$,

$$J_{FN}(E)=\frac{aE^2}{\phi\,t^2}\exp\left(-\frac{b\phi^{3/2}v}{E}\right),\qquad a=\frac{e^3}{16\pi^2\hbar}.$$

From here on $f$ is taken at $h=\phi$. Define $s=d\ln J_{FN}/d\ln E$. Because $fv'=\tfrac34(v-t)$, we have $v-fv'=(v+3t)/4$, and

$$s=2+\frac{b\phi^{3/2}}{E}\,\frac{v+3t}{4}-2\frac{d\ln t}{d\ln f}.$$

The last term is small. Pairing $\vartheta$ with $\pi-\vartheta$ gives $t=\frac12\int_0^{\pi/2}\sqrt{1+Q}\,d\vartheta$, with $Q=\sqrt{\sin^2\vartheta+f\cos^2\vartheta}\le1$. Since $f\,\partial Q/\partial f\le Q/2$,

$$f\frac{\partial}{\partial f}\sqrt{1+Q}\le\frac{Q}{4(1+Q)}\sqrt{1+Q}\le\tfrac18\sqrt{1+Q}.$$

So $d\ln t/d\ln f\le1/8$, and $s>7/4$ wherever the barrier exists.

## (c) The gap

**Relate the current to the surface field when the electrons screen the cathode.**

Let $\Phi$ be the potential above the cathode. Energy conservation gives the speed $\sqrt{2e\Phi/m}$, and the charge density is $J$ divided by it. Take as unit of current

$$J_{CL}=\frac49\varepsilon_0\sqrt{\frac{2e}{m}}\frac{V^{3/2}}{D^2},$$

and set $j=J/J_{CL}$, $u=\Phi/V$, $\xi=x/D$, $\theta=FD/V$. Poisson's equation is then

$$u''=\frac{4j}{9\sqrt u},\qquad u(0)=0,\quad u'(0)=\theta,\quad u(1)=1.$$

Multiplying by $2u'$ and integrating from the cathode gives $u'^2=\theta^2+A\sqrt u$, with $A=16j/9$. Use $W=u'$ as variable: $\sqrt u=(W^2-\theta^2)/A$, so $du=4W(W^2-\theta^2)dW/A^2$. The gap length supplies the condition

$$1=\int_0^1\frac{du}{u'}=\frac4{A^2}\int_\theta^{W_1}(W^2-\theta^2)\,dW=\frac{4}{3A^2}\left(W_1^3-3\theta^2W_1+2\theta^3\right),$$

where $W_1$ is the scaled anode field and $A=W_1^2-\theta^2$. The cubic equals $(W_1-\theta)^2(W_1+2\theta)$. For $j>0$ the common factor $(W_1-\theta)^2$ cancels:

$$4(W_1+2\theta)=3(W_1+\theta)^2.$$

With $y=W_1+\theta$ this is $3y^2-4y-4\theta=0$. Its positive root is $y=\tfrac23(1+r)$, where $r=\sqrt{1+3\theta}$. As $\theta=(r^2-1)/3$,

$$W_1-\theta=y-2\theta=\tfrac23(1+r)\,[1-(r-1)]=\tfrac23(1+r)(2-r).$$

Therefore $A=\tfrac49(1+r)^2(2-r)$, and

$$j=\frac{(1+r)^2(2-r)}4=\frac{2+3r-r^3}{4}.$$

An unscreened gap has $\theta=1$, $r=2$ and $j=0$. Complete screening has $\theta=0$, $r=1$ and $j=1$, which identifies $J_{CL}$ as the Child-Langmuir current. Between them $j$ falls steadily with $\theta$, since $dj/dr=-\tfrac34(r^2-1)$.

## (d) The coupled equation

**Eliminate the surface field. Is the solution unique?**

The relation is the cubic $r^3-3r=2-4j$. Put $r=2\cos\alpha$. Since $8\cos^3\alpha-6\cos\alpha=2\cos3\alpha$, it becomes $\cos3\alpha=1-2j=\cos(2\arcsin\sqrt j)$. The branch running from $r=2$ at $j=0$ to $r=1$ at $j=1$ is $\alpha=\tfrac23\arcsin\sqrt j$. Then $\theta=(4\cos^2\alpha-1)/3=(1+2\cos2\alpha)/3$, and $J=\sigma J_{FN}(\beta\theta V/D)$ reads

$$\boxed{J=\sigma J_{FN}\!\left(\frac{\beta V}{3D}\left[1+2\cos\left(\tfrac43\arcsin\sqrt{J/J_{CL}}\right)\right]\right)}$$

As $J$ grows from 0 to $J_{CL}$, the left side rises. The right side falls from the uncoupled current $J_0=\sigma J_{FN}(\beta V/D)$ to zero. They cross once. If $\beta V/D$ exceeds the field that removes the barrier, $J_0$ is undefined in this model. The coupled root can still exist, because space charge may hold the actual local field below that value.

## (e) The two limits

**Find the leading correction at each end.**

For small $j$, $\cos(\tfrac43\sqrt j)\approx1-\tfrac89j$, hence $\theta\approx1-\tfrac{16}{27}j$. With $\Lambda=J_0/J_{CL}$, first order in $\Lambda$ gives

$$\frac{J}{J_0}\approx1-\frac{16}{27}\,s\Lambda .$$

The coefficient has a direct meaning. A charge sheet at $x$ induces the fraction $1-x/D$ of its charge on the cathode. To first order the speed is $v_D\sqrt{x/D}$, with $v_D=\sqrt{2eV/m}$, so the field lost is

$$\delta F=\frac{J}{\varepsilon_0v_D}\int_0^D\frac{1-x/D}{\sqrt{x/D}}\,dx=\frac43\frac{JD}{\varepsilon_0v_D}.$$

Divided by $V/D$, this is $\tfrac43\cdot\tfrac49j=\tfrac{16}{27}j$. Emission multiplies the relative field loss by $s$. Space charge therefore matters from $\Lambda\sim1/s$, before the two separate currents become equal.

At the other end put $r=1+\delta$. Then $j=1-\tfrac34\delta^2-\tfrac14\delta^3$ and $\delta\approx\tfrac32\theta$, so

$$\frac{J}{J_{CL}}\approx1-\frac{27}{16}\theta^2 .$$

Emission needs $F>0$, so the Child-Langmuir current is approached from below.

## (f) The crossover in a measured slope

**Find $n=d\ln J/d\ln V$ at fixed $D,\beta,\sigma,\phi$, and the effect of an error in the emission law.**

Let $p=-d\ln j/d\ln\theta$. From $dj/dr=-\tfrac94\theta$ and $dr/d\theta=3/(2r)$, $p=27\theta^2/(8rj)$. Write $q=d\ln\theta/d\ln V$. The gap gives $n=\tfrac32-pq$, and the cathode gives $n=s(1+q)$. Eliminating $q=n/s-1$,

$$n=\frac{3/2+p}{1+p/s}.$$

Weak space charge means $p\to\infty$ and $n\to s$; strong space charge means $p\to0$ and $n\to3/2$. Also

$$n-\frac32=\frac{p\,(1-3/(2s))}{1+p/s}>0,$$

because $s>7/4$. The ratio $J/J_{CL}\propto J/V^{3/2}$ thus rises steadily with voltage within the model.

Now multiply the emission law by $e^{\eta}$ at fixed $V$, with $\eta$ small. Then $\delta\ln J=\eta+s\,\delta\ln\theta$ and $\delta\ln J=-p\,\delta\ln\theta$, which give

$$\delta\ln J=\frac{p}{p+s}\,\eta .$$

Space charge damps errors in the emission law.

## (g) A pulsed nanotube cathode

**Illustrate the result with an idealised sparse carbon-nanotube cathode, assuming $\phi=4.8$ eV, $\beta=2000$, $\sigma=10^{-6}$, $D=2$ mm and tip radius 5 nm.**

With $\phi$ in eV, $a=1.5414$ µA eV V$^{-2}$ and $b=6.831$ eV$^{-3/2}$ V/nm. At 10 kV, $V/D=5$ V/µm and $J_{CL}=58.35$ A/cm². The root is $j=0.3668$, which can be checked by hand. First, $\arcsin\sqrt{0.3668}=0.6506$, so

$$\theta=\frac{1+2\cos(0.8674)}3=0.7645,\qquad E=2000\times0.7645\times0.005=7.645\ \text{V/nm}.$$

At this field $t=1.0686$ and $G=4.341$, hence

$$J=10^{-6}\,\frac{1.5414\times10^{-6}\,(7.645\times10^9)^2}{4.8\times1.0686^2}\,e^{-4.341}=2.14\times10^5\ \text{A/m}^2=21.4\ \text{A/cm}^2,$$

which equals $0.3668\,J_{CL}$. Without space charge the current would be 265 A/cm².

| $V$ (kV) | $E$ (V/nm) | $J$ (A/cm²) | $J/J_{CL}$ | $n$ |
|---|---|---|---|---|
| 5 | 4.99 | 0.088 | 0.004 | 15.0 |
| 10 | 7.65 | 21.4 | 0.37 | 3.5 |
| 20 | 9.15 | 122 | 0.74 | 2.0 |
| 30 | 9.97 | 259 | 0.85 | 1.7 |

Space charge halves the current at 6.8 kV, where $\Lambda$ is only 0.19. At 8.2 kV, where $\Lambda=1$, the current is 22 % of $J_0$. The far side of the crossover is slow: $J=0.9J_{CL}$ requires $\theta=0.27$, reached at 39 kV. The local field must keep rising to supply the current, so $\theta$ falls more slowly than $1/V$.

For a flat cathode with the same gap and work function, the nonrelativistic formula puts the 90 % point at 57 MV, where $eV/mc^2$ is about 111. That number is no prediction; it shows that the case lies outside the model.

A time-dependent calculation at 10 kV released charge sheets into an initially empty gap for 20 intervals of $2.5D/v_D$. Its mean over the last three intervals was 21.44 A/cm², within 0.2 % of the coupled root, and the current had settled. The steady state is therefore reached from an empty gap in this case.

## (h) What the model leaves out

**Size the neglected effects at 10 kV.**

Here $s=10.5$ and $p=2.96$, so small logarithmic errors in emission are multiplied by 0.22. Larger ones were passed through the full coupled equation:

- **Tip curvature.** Replacing $Ez$ by $Ez/(1+z/R)$, with $R=5$ nm, thickens the barrier. Through $G(\phi)$ alone, emission at fixed field changes by a factor 0.44 and the coupled current by 0.81. The energy width $d$ also shrinks, which lowers both further.
- **Space charge at each tip.** The induced-charge argument was applied to a sphere emitting $J/\sigma$ over its whole surface, out to the site spacing. The tip loses about 3 % of its field, which would give factors 0.70 and 0.92. These overstate the extra correction: the planar solution already includes a similar loss from charge within one site spacing, and the full sphere carries four times the current of a site of area $\pi R^2$.
- **Barrier prefactor.** Matching a plane wave $k$ to a decaying wave $\kappa$ at an abrupt surface multiplies $e^{-G}$ by $4k\kappa/(k^2+\kappa^2)$. For a triangular barrier and an assumed Fermi energy of 10 eV the factors are 1.87 and 1.13. They do not carry over to the image-rounded barrier used here, which is less abrupt: with the image potential cut off at the band bottom and the same Fermi energy, the Schrödinger equation gives a transmission of about $0.83\,e^{-G}$ at the Fermi level. This depends on the assumed band depth: a Fermi energy of 5 eV gives about $1.17\,e^{-G}$.
- **Energy integral.** Keeping the full $G(h)$, with transmission $1/(1+e^G)$, gives 0.93 and 0.98.
- **Temperature.** At 300 K the factors are 1.01 and 1.00. If the current heated the tubes to 1500 K, they would be about 1.3 and 1.06.

These factors should not be multiplied together, so the combined figure in the numerical output is not an estimate of the total error. Solving the Schrödinger equation for the curved, image-rounded barrier with a 10 eV Fermi energy, and summing over energy, multiplies emission by roughly 0.28 and the coupled current by about 0.7 (0.70 if emission is rescaled by a constant, 0.74 if the curved-barrier law is used at every field). This keeps the flat-surface image term; the image term of a sphere gives an emission factor of 0.24, and a 5 eV Fermi energy gives 0.39. The simple emission law therefore probably overestimates the current of this cathode. The error is much larger where space charge is weak: at 5 kV the same calculation lowers emission by a factor of roughly 20, and the current by nearly as much. The 5 kV row therefore shows only what the simple model gives, and the real crossover would lie at a higher voltage. Relativity lowers $J_{CL}$ by 0.2 % at 10 kV and 0.6 % at 30 kV.

In real nanotube cathodes, field enhancements of hundreds to a few thousand are roughly typical, so 2000 is on the high side. The assumption most open to doubt is a single constant $\beta$. If each site emits from an area $\pi R^2$, the spacing is 8.9 µm. Solving Laplace's equation for round-capped metal cylinders of radius 5 nm on a square lattice with this spacing gives $\beta\approx870$ for a height of 10 µm, 1040 for 20 µm and 1060 for 40 µm. Neighbours shield one another, so extra height soon gains almost nothing. The assumed $\beta=2000$ is thus out of reach for a regular array of such tubes, and the table illustrates the coupled equation rather than predicting the current of a real array. Because of the shielding, $\beta$ also varies from tube to tube if the spacing is uneven, as it also does if the heights differ. At fixed $V$ and $\sigma$, $d\ln J/d\ln\beta=sp/(p+s)\approx2.3$, so to leading order a 10 % lower $\beta$ costs about 23 % of the current (25 % from the full equation). Larger changes cost far more: with $\beta=1060$ the simple model gives only 0.21 A/cm² at 10 kV, a hundred times less than the table. A nanotube is also not a free-electron metal, an error not sized here.

The current per site is 17 µA at 10 kV but about 200 µA at 30 kV. A tube tolerates very roughly tens of microamperes, so this cathode would probably fail before coming close to the Child-Langmuir limit. The anode receives 0.21 MW/cm² at 10 kV, which calls for short pulses. The remaining values are in the numerical output. The tube height listed there is only the crude estimate $\beta R$, which overstates the enhancement even without shielding: an isolated tube of that height has $\beta\approx1140$, and tubes in this array about 870.

## Computed values

```
FN constant a = 1.5414 uA eV/V^2
FN constant b = 6.8309 eV^-1.5 V/nm
work function 4.8 eV, beta 2000, area fraction 1e-06
gap 2.0 mm, tip radius 5 nm
field removing the barrier = 16.00 V/nm
V kV | F_loc V/nm | J0, J_CL, J A/cm2 | J/J_CL | dlnJ/dlnV
5 | 4.987 | 0.09169, 20.63, 0.08815 | 0.0043 | 15.008
8 | 7.014 | 34.19, 41.75, 8.339 | 0.1997 | 5.201
10 | 7.645 | 265.2, 58.35, 21.4 | 0.3668 | 3.483
15 | 8.559 | 4593, 107.2, 66.32 | 0.6187 | 2.316
20 | 9.145 | none, 165, 122.4 | 0.7419 | 1.981
30 | 9.972 | none, 303.2, 259 | 0.8543 | 1.744
V where J0 = J_CL: 8.190 kV
J/J0 there: 0.2172
V where J = J0/2: 6.831 kV
J0/J_CL there: 0.1866
theta at J = 0.9 J_CL: 0.2704
V where J = 0.9 J_CL: 38.95 kV
same for a flat cathode: 56.8 MV (nonrel. formula)
flat case eV/mc^2 = 111.2
At 10 kV: theta = 0.7645, V/D = 5.00 V/um
f = 0.4778, v = 0.4620, t = 1.0686
exponent G = 4.341
s = 10.530, p = 2.963, damping = 0.2196
J by shooting = 21.4045 A/cm2
J by charge sheets = 21.4426 A/cm2
late spread of sheet current = 0.0000 %
Neglected effect: emission factor -> coupled current factor
tip curvature: 0.438 -> 0.813
space charge at tip: 0.700 -> 0.920
JWKB prefactor: 1.872 -> 1.133
full energy integral: 0.926 -> 0.983
300 K: 1.011 -> 1.002
all five together: 0.537 -> 0.860
tip field lost to its own space charge = 3.39 %
relativistic J_CL / J_CL at 10 kV = 0.99791
relativistic J_CL / J_CL at 30 kV = 0.99379
site pitch = 8.86 um
tube height ~ beta*radius = 10.0 um
current per site, 10 and 30 kV = 16.8, 203.4 uA
anode power density at 10 kV = 0.214 MW/cm2
```
